**Spin-orbital exchange with two orbitals and one electron per site**

The program tests the second-order Hamiltonian for hopping $t$, intra-orbital repulsion $U$ and Hund coupling $J$, with equal, orbital-diagonal hopping. It asserts that the formula agrees with the resolvent of the original fermion model on a triangle, and that the SU(4) symmetry holds at $J=0$ and is broken at $J=1$ eV. It also asserts that the two-site error falls by a factor close to 16 when $t$ is halved. A free search over product states, at two positive values of $J$, finds parallel spins and orthogonal orbitals on a bond. For $t=0.1$ eV, $U=4$ eV and $J=1$ eV this pattern has an energy of −20.0 meV per bond. Diagonalization of four- and eight-site rings shows that full spin polarisation sets in only above $J/U\approx0.21$. For the infinite chain, two energy bounds exclude full polarisation below $J/U\approx0.083$.

## Numerical verification

```python
"""Kugel-Khomskii spin-orbital Hamiltonian, two orbitals, one electron per site.

Result under test, for each bond (S spin, T orbital pseudospin, both 1/2):
  H = -4t^2/(U-3J) (3/4+S.S)(1/4-T.T)
      -4t^2/(U-J)  (1/4-S.S)(1/2+2TyTy)
      -4t^2/(U+J)  (1/4-S.S)(1/4+T.T-2TyTy)
t: hopping, equal for both orbitals and diagonal in them; U: repulsion in one
orbital; J: Hund exchange and pair hopping; repulsion between orbitals U-2J.
J=0 gives SU(4) symmetry. For J>0 the best product states have parallel spins
and orthogonal neighbouring orbitals. Quantum rings need J above a threshold.
Energies are in eV inside the program. Flavour index = 2*spin + orbital.
"""
from itertools import combinations, permutations, product
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh

rng = np.random.default_rng(7)
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


# ---------- original fermion model, built from its definition ----------
def apply_string(ops, state):
    """Apply (mode, is_creation) operators, rightmost first."""
    sign = 1
    for mode, creates in reversed(ops):
        occupied = (state >> mode) & 1
        if occupied == creates:
            return 0, 0
        if bin(state & ((1 << mode) - 1)).count("1") % 2:
            sign = -sign
        state ^= 1 << mode
    return sign, state


def matrix_of(terms, basis):
    index = {s: k for k, s in enumerate(basis)}
    mat = np.zeros((len(basis), len(basis)))
    for coef, ops in terms:
        for k, s in enumerate(basis):
            sign, new = apply_string(ops, s)
            if sign:
                mat[index[new], k] += coef * sign
    return mat


def fock_basis(n_sites, n_el):
    return [sum(1 << m for m in c)
            for c in combinations(range(4 * n_sites), n_el)]


def interaction_terms(n_sites, U, J):
    terms = []
    for site in range(n_sites):
        def m(orb, spin):
            return 4 * site + 2 * spin + orb
        for a in (0, 1):
            u, d = m(a, 0), m(a, 1)
            terms.append((U, [(u, 1), (u, 0), (d, 1), (d, 0)]))
            b = 1 - a
            terms.append((J, [(u, 1), (d, 1), (m(b, 1), 0), (m(b, 0), 0)]))
        for s, r in product((0, 1), repeat=2):
            p, q = m(0, s), m(1, r)
            terms.append((U - 2 * J, [(p, 1), (p, 0), (q, 1), (q, 0)]))
            terms.append((J, [(p, 1), (q, 1), (m(0, r), 0), (m(1, s), 0)]))
    return terms


def hopping_terms(bonds, t):
    terms = []
    for i, j in bonds:
        for f in range(4):
            p, q = 4 * i + f, 4 * j + f
            terms += [(-t, [(p, 1), (q, 0)]), (-t, [(q, 1), (p, 0)])]
    return terms


def resolvent_hamiltonian(bonds, n, t, U, J):
    """Second-order effective Hamiltonian straight from the fermion model."""
    basis = fock_basis(n, n)
    index = {s: k for k, s in enumerate(basis)}
    single = [index[sum(1 << (4 * i + f) for i, f in enumerate(fl))]
              for fl in product(range(4), repeat=n)]
    rest = sorted(set(range(len(basis))) - set(single))
    hop = matrix_of(hopping_terms(bonds, t), basis)
    inter = matrix_of(interaction_terms(n, U, J), basis)
    assert np.allclose(hop[np.ix_(single, single)], 0)
    v = hop[np.ix_(rest, single)]
    return -v.T @ np.linalg.solve(inter[np.ix_(rest, rest)], v)


# ---------- derived spin-orbital formula ----------
def on_site(op, i, n):
    return np.kron(np.kron(np.eye(4**i), op), np.eye(4**(n - i - 1)))


def dot_products(i, j, n):
    s = [on_site(np.kron(p / 2, np.eye(2)), i, n)
         @ on_site(np.kron(p / 2, np.eye(2)), j, n) for p in PAULI]
    o = [on_site(np.kron(np.eye(2), p / 2), i, n)
         @ on_site(np.kron(np.eye(2), p / 2), j, n) for p in PAULI]
    return sum(s), sum(o), o[1]


def spin_orbital_hamiltonian(bonds, n, t, U, J):
    one = np.eye(4**n)
    total = np.zeros((4**n, 4**n), complex)
    for i, j in bonds:
        ss, tt, yy = dot_products(i, j, n)
        singlet = one / 4 - ss
        total -= 4*t*t/(U - 3*J) * (3*one/4 + ss) @ (one/4 - tt)
        total -= 4*t*t/(U - J) * singlet @ (one/2 + 2*yy)
        total -= 4*t*t/(U + J) * singlet @ (one/4 + tt - 2*yy)
    return total


t, U, J = 0.1, 4.0, 1.0
meV = 1e3
print(f"hopping t = {t:.2f} eV, U = {U:.2f} eV, J = {J:.2f} eV")
print(f"inter-orbital repulsion U-2J = {U-2*J:.2f} eV")

# Levels of two electrons on one site
levels = np.linalg.eigvalsh(matrix_of(interaction_terms(1, U, J),
                                      fock_basis(1, 2)))
assert np.allclose(levels, sorted([U-3*J]*3 + [U-J]*2 + [U+J]))
print("pair levels on one site (eV):", " ".join(f"{e:.3f}" for e in levels))

# Effective Hamiltonian on a triangle: fermion resolvent against formula
triangle = [(0, 1), (1, 2), (0, 2)]
for hund in (0.0, 0.3, J):
    direct = resolvent_hamiltonian(triangle, 3, t, U, hund)
    formula = spin_orbital_hamiltonian(triangle, 3, t, U, hund)
    assert np.allclose(direct, formula, atol=1e-12)
print(f"triangle: largest |resolvent - formula| = "
      f"{abs(direct - formula).max():.1e} eV")

# Symmetry, tested on the Hamiltonian from the fermion model
def commutator_size(h, u):
    big = np.kron(np.kron(u, u), u)
    return np.linalg.norm(h @ big - big @ h) / np.linalg.norm(h)


su4 = np.linalg.qr(rng.normal(size=(4, 4)) + 1j*rng.normal(size=(4, 4)))[0]
spin_u = expm(1j * sum(c*p for c, p in zip((0.4, 0.7, -0.3), PAULI)))
h_zero = resolvent_hamiltonian(triangle, 3, t, U, 0.0)
sym0, symJ = commutator_size(h_zero, su4), commutator_size(direct, su4)
rot_y = commutator_size(direct, np.kron(spin_u, expm(0.6j * PAULI[1])))
rot_z = commutator_size(direct, np.kron(np.eye(2), expm(0.6j * PAULI[2])))
assert sym0 < 1e-12 and rot_y < 1e-12 and symJ > 1e-2 and rot_z > 1e-2
flavours = list(product(range(4), repeat=3))
swap_sum = np.zeros((64, 64))
for i, j in triangle:
    for k, fl in enumerate(flavours):
        new = list(fl)
        new[i], new[j] = new[j], new[i]
        swap_sum[flavours.index(tuple(new)), k] += 1
assert np.allclose(h_zero, 2*t*t/U * (swap_sum - 3*np.eye(64)), atol=1e-12)
print(f"relative commutator with a random U(4) rotation: "
      f"J=0 {sym0:.1e}, J=1 eV {symJ:.3f}")

# One bond: spectrum, ground-state quantum numbers, order of the error
bond = spin_orbital_hamiltonian([(0, 1)], 2, t, U, J)
energy, vectors = np.linalg.eigh(bond)
ss2, tt2, _ = dot_products(0, 1, 2)
for k in range(3):
    v = vectors[:, k]
    assert abs((v.conj() @ ss2 @ v).real - 0.25) < 1e-10
    assert abs((v.conj() @ tt2 @ v).real + 0.75) < 1e-10
assert energy[3] - energy[2] > 1e-3


def exact_two_site(hop):
    return np.linalg.eigvalsh(matrix_of(
        hopping_terms([(0, 1)], hop) + interaction_terms(2, U, J),
        fock_basis(2, 2)))[:16]


errors = [abs(exact_two_site(x) - np.linalg.eigvalsh(
    spin_orbital_hamiltonian([(0, 1)], 2, x, U, J))).max()
    for x in (0.05, 0.025)]
assert abs(errors[0] / errors[1] - 16) < 0.5
exact_low = exact_two_site(t)[0]
assert np.isclose(exact_low, ((U-3*J) - np.sqrt((U-3*J)**2 + 16*t*t)) / 2)
print("six lowered bond energies (meV):",
      " ".join(f"{e*meV:.3f}" for e in energy[:6]))
print(f"exact two-site fermion ground energy = {exact_low*meV:.3f} meV")
print(f"error ratio when t is halved = {errors[0]/errors[1]:.2f}")

# Product patterns on a bond
up, down = np.array([1, 0], complex), np.array([0, 1], complex)
y_plus = np.array([1, 1j]) / np.sqrt(2)


def pattern_energy(s1, o1, s2, o2):
    v = np.kron(np.kron(s1, o1), np.kron(s2, o2))
    return (v.conj() @ bond @ v).real


fm_alt = pattern_energy(up, up, up, down)
af_alt = pattern_energy(up, up, down, down)
af_real = pattern_energy(up, up, down, up)
af_complex = pattern_energy(up, y_plus, down, y_plus)
fm_same = pattern_energy(up, up, up, up)
assert np.isclose(fm_alt, -2*t*t/(U - 3*J))
assert np.isclose(af_alt, -t*t*(1/(U - 3*J) + 1/(U - J)))
assert np.isclose(af_real, -t*t*(1/(U - J) + 1/(U + J)))
assert np.isclose(af_complex, -2*t*t/(U - J)) and abs(fm_same) < 1e-12
spin_coupling = 2 * (fm_alt - af_alt)
assert np.isclose(spin_coupling, -4*t*t*J/((U - 3*J)*(U - J)))
print("product-state energies per bond (meV):")
print(f"  parallel spins, alternating orbitals     {fm_alt*meV:.3f}")
print(f"  antiparallel spins, alternating orbitals {af_alt*meV:.3f}")
print(f"  antiparallel spins, same complex orbital {af_complex*meV:.3f}")
print(f"  antiparallel spins, same real orbital    {af_real*meV:.3f}")
print(f"  parallel spins, same orbital             {abs(fm_same)*meV:.3f}")
print(f"spin coupling in alternating real orbitals = "
      f"{spin_coupling*meV:.3f} meV")


# Free search over all product states, spin-orbital mixing on a site allowed
def best_product(h):
    h4, best = h.reshape(4, 4, 4, 4), (np.inf, None)
    for _ in range(20):
        b = rng.normal(size=4) + 1j*rng.normal(size=4)
        b /= np.linalg.norm(b)
        for _ in range(300):
            left = np.tensordot(np.tensordot(h4, b, (3, 0)), b.conj(),
                                (1, 0))
            a = np.linalg.eigh(left)[1][:, 0]
            right = np.tensordot(np.tensordot(h4, a, (2, 0)), a.conj(),
                                 (0, 0))
            w, vec = np.linalg.eigh(right)
            b = vec[:, 0]
        if w[0] < best[0]:
            best = (w[0], np.kron(a, b))
    return best


for hund in (0.2, J):
    low, v = best_product(spin_orbital_hamiltonian([(0, 1)], 2, t, U, hund))
    spin_corr = (v.conj() @ ss2 @ v).real
    orb_corr = (v.conj() @ tt2 @ v).real
    assert abs(low + 2*t*t/(U - 3*hund)) < 1e-9
    assert abs(spin_corr - 0.25) < 1e-5 and abs(orb_corr + 0.25) < 1e-5
    print(f"free product search, J = {hund:.1f} eV: E = {low*meV:.3f} meV, "
          f"<S.S> = {spin_corr:.3f}, <T.T> = {orb_corr:.3f}")


# ---------- quantum rings, energies in units of 4t^2/(U-3J) ----------
def pauli_pair(p, i, j, n):
    out = sp.identity(1, format="csr")
    for k in range(n):
        out = sp.kron(out, p if k in (i, j) else np.eye(2), format="csr")
    return out.real


def ring_parts(n):
    keep = [s for s in range(2**n) if bin(s).count("1") == n // 2]
    one = sp.identity(2**n, format="csr")
    parts, polarised = [0, 0, 0], 0
    for i in range(n):
        xx, yy, zz = (pauli_pair(p, i, (i + 1) % n, n) for p in PAULI)
        trip, sing = (3*one + xx + yy + zz)/4, (one - xx - yy - zz)/4
        st, s0 = trip[keep][:, keep], sing[keep][:, keep]
        parts[0] = parts[0] + sp.kron(st, sing, format="csr")
        parts[1] = parts[1] + sp.kron(s0, (one + yy)/2, format="csr")
        parts[2] = parts[2] + sp.kron(s0, (one + xx - yy + zz)/4,
                                      format="csr")
        polarised = polarised - sing
    # The uniform vector is the zero-Sz member of the maximal spin multiplet.
    uniform = np.full((len(keep), len(keep)), n / len(keep))
    lift = sp.kron(sp.csr_matrix(uniform), one, format="csr")
    return parts, lift, np.linalg.eigvalsh(polarised.toarray())[0]


def lowest_unpolarised(ring, j):
    """Lowest energy outside the maximal-spin multiplets; j = J/U."""
    (a, b, c), lift, _ = ring
    h = lift - a - (1 - 3*j)/(1 - j)*b - (1 - 3*j)/(1 + j)*c
    start = np.random.default_rng(3).normal(size=h.shape[0])
    return eigsh(h, k=1, which="SA", v0=start, tol=1e-9,
                 return_eigenvectors=False)[0]


for n in (4, 8):
    ring = ring_parts(n)
    e_pol = ring[2]
    if n == 4:
        ring_bonds = [(i, (i + 1) % 4) for i in range(4)]
        for hund in (0.0, 0.5, J):
            full = np.linalg.eigvalsh(spin_orbital_hamiltonian(
                ring_bonds, 4, t, U, hund))[0] * (U - 3*hund)/(4*t*t)
            assert abs(full - min(e_pol,
                                  lowest_unpolarised(ring, hund/U))) < 1e-7
    gaps = [lowest_unpolarised(ring, j) - e_pol
            for j in (0, 0.1, 0.2, 0.3, 1/3)]
    assert gaps[0] < -1e-3 and gaps[-1] > 1e-3
    assert all(x < y for x, y in zip(gaps, gaps[1:]))
    threshold = brentq(lambda j: lowest_unpolarised(ring, j) - e_pol,
                       0, 1/3, xtol=1e-6)
    print(f"ring of {n} sites:")
    for hund in (0.0, J):
        unit = 4*t*t/(U - 3*hund) * meV
        print(f"  J = {hund:.1f} eV: polarised {e_pol*unit:.3f} meV, "
              f"lowest other {lowest_unpolarised(ring, hund/U)*unit:.3f} meV")
    print(f"  fully polarised ground state above J/U = {threshold:.4f}")

# ---------- infinite chain: bounds that exclude full polarisation ----------
singlet4 = np.zeros((4, 4, 4, 4))
for perm in permutations(range(4)):
    singlet4[perm] = np.linalg.det(np.eye(4)[list(perm)]) / np.sqrt(24)
rho_first = singlet4.reshape(4, 64) @ singlet4.reshape(4, 64).T
rho_last = singlet4.reshape(64, 4).T @ singlet4.reshape(64, 4)
psi = singlet4.ravel()


def block_energy(j):
    """Energy per site of a product of four-site singlets, t = U = 1."""
    inside = psi @ spin_orbital_hamiltonian(
        [(0, 1), (1, 2), (2, 3)], 4, 1, 1, j) @ psi
    between = np.trace(np.kron(rho_last, rho_first)
                       @ spin_orbital_hamiltonian([(0, 1)], 2, 1, 1, j))
    return (inside + between).real / 4


cluster = sum((np.eye(8) - sum(pauli_pair(p, i, i + 1, 3).toarray()
                               for p in PAULI)) / 4 for i in (0, 1))
floor = -np.linalg.eigvalsh(cluster)[-1] / 2


def polarised_floor(j):
    return 4 * floor / (1 - 3*j)


for j in (0.0, 0.07, 0.2):
    level_sum = 3/(1 - 3*j) + 2/(1 - j) + 1/(1 + j)
    assert np.isclose(block_energy(j), -9/16 * level_sum)
assert block_energy(0.0) < polarised_floor(0.0) - 0.1
chain_bound = brentq(lambda j: block_energy(j) - polarised_floor(j), 0, 0.3)
assert 0 < chain_bound < 1/3
print("infinite chain at J = 0, energy per site in units of t^2/U:")
print(f"  four-site singlet product (upper bound)  {block_energy(0):.4f}")
print(f"  fully polarised states (lower bound)     {polarised_floor(0):.4f}")
print(f"  full polarisation excluded below J/U = {chain_bound:.4f}")

print("no test failed")
```

It prints:

```
hopping t = 0.10 eV, U = 4.00 eV, J = 1.00 eV
inter-orbital repulsion U-2J = 2.00 eV
pair levels on one site (eV): 1.000 1.000 1.000 3.000 3.000 5.000
triangle: largest |resolvent - formula| = 6.9e-18 eV
relative commutator with a random U(4) rotation: J=0 1.0e-16, J=1 eV 0.574
six lowered bond energies (meV): -40.000 -40.000 -40.000 -13.333 -13.333 -8.000
exact two-site fermion ground energy = -38.516 meV
error ratio when t is halved = 15.77
product-state energies per bond (meV):
  parallel spins, alternating orbitals     -20.000
  antiparallel spins, alternating orbitals -13.333
  antiparallel spins, same complex orbital -6.667
  antiparallel spins, same real orbital    -5.333
  parallel spins, same orbital             0.000
spin coupling in alternating real orbitals = -13.333 meV
free product search, J = 0.2 eV: E = -5.882 meV, <S.S> = 0.250, <T.T> = -0.250
free product search, J = 1.0 eV: E = -20.000 meV, <S.S> = 0.250, <T.T> = -0.250
ring of 4 sites:
  J = 0.0 eV: polarised -30.000 meV, lowest other -40.000 meV
  J = 1.0 eV: polarised -120.000 meV, lowest other -112.524 meV
  fully polarised ground state above J/U = 0.2060
ring of 8 sites:
  J = 0.0 eV: polarised -56.511 meV, lowest other -74.605 meV
  J = 1.0 eV: polarised -226.044 meV, lowest other -222.941 meV
  fully polarised ground state above J/U = 0.2070
infinite chain at J = 0, energy per site in units of t^2/U:
  four-site singlet product (upper bound)  -3.3750
  fully polarised states (lower bound)     -3.0000
  full polarisation excluded below J/U = 0.0828
no test failed
```
